**Oscillator model and sum-rule bounds for atomic polarizabilities, Li to K**

For valence transitions with moments \(S(k)=\sum f\omega^k\), the uncoupled Kohn–Sham polarizability obeys \(S(-1)^2/S(0)\le\alpha_{0,V}\le S(-1)/\omega_1\), where \(\omega_1\) is the lowest valence gap and both sums follow from occupied orbitals alone. The program solves spherical LSDA atoms in radial B-splines and prints the ΔSCF ionization energy \(I\), the mean valence \(\langle r^2\rangle\), the enclosed charge \(Z_{\rm in}\), the \(ns\to np\) share, \(\alpha_0\), the screened \(\alpha\), \(\omega_{\rm osc}=S(0)/S(-1)\) and \(\omega_{\rm eff}=S(-1)/\alpha\). It asserts the hydrogen closed forms, the sum rules (sums over states against ground-state formulas), the bounds, and agreement of \(\alpha\) within 1 % with finite-field Gaussian-basis LSDA for Li, Ne and P. It also asserts that \(\alpha_{\rm osc}=S(-1)^2/S(0)\) is within a factor 2 of \(\alpha\) for all 17 atoms, that \(\langle r^2\rangle\) falls and \(Z_{\rm in}\) rises along each row, that \(\alpha\) falls at each step (Mg to Al is exempt), and that both frequencies lie below \(I\) for alkalis and above it for Ne and Ar. The Coulomb-tail formula for \(\langle r^2\rangle\) with \(I=1/(2\nu^2)\) is tested by inward integration, and \(I\) of phosphorus by Janak's theorem. The output gives \(\alpha=143.7\), 3.05 and 27.9 \(a_0^3\) for Li, Ne and P, a Li/Ne ratio \(47.1=2.70\times4.05\times4.31\), and spreads of \(\alpha/\alpha_{\rm model}\) of 2.15 for the oscillator and 28.4 for \(N_v/I^2\). The Hartree–Fock values for Li and Ne are printed without an assertion on their size.

## Numerical verification

```python
# Result under test (atomic units): for valence transitions V of an atom, S(k) = sum f w^k,
#   S(-1)^2/S(0) <= alpha0_V <= S(-1)/w1, with S(0), S(-1) fixed by occupied orbitals alone;
#   alpha_osc = S(-1)^2/S(0) follows the Li..K sawtooth within a factor 2, Nv/I^2 does not;
#   an s electron in a -1/r tail has <r2> = nu^2(5nu^2+1)/2 + (5/12)nu^4 u(0)^2, I = 1/(2nu^2).
# Level: spherical spin-polarized LDA (Slater + PW92) in radial B-splines. I: Delta-SCF.
# alpha0: uncoupled Kohn-Sham; alpha: with Hartree + xc kernel; Nv: valence electrons;
# r2: mean valence <r^2>; Zin: net charge inside sqrt(r2) seen by a valence electron;
# w_osc = S(0)/S(-1); w_eff = S(-1)/alpha; w1: lowest valence gap; sp: ns->np share of alpha0.
import numpy as np
from scipy.interpolate import BSpline
from scipy.integrate import solve_ivp
from scipy.constants import physical_constants
from pyscf import gto, scf, dft
from pyscf.dft import libxc
scf.hf.MUTE_CHKFILE = True
XC = 'lda,pw'
A3 = (physical_constants['Bohr radius'][0]*1e10)**3

deg, nint, R, grow = 6, 50, 50.0, 6.5
brk = R*np.expm1(grow*np.arange(nint+1)/nint)/np.expm1(grow)
knots = np.r_[np.zeros(deg), brk, np.full(deg, brk[-1])]
spl = BSpline(knots, np.eye(nint+deg), deg)
dspl = spl.derivative()
gx, gw = np.polynomial.legendre.leggauss(9)
h = np.diff(brk)
r = (brk[:-1, None] + 0.5*h[:, None]*(gx+1)).ravel()
W = (0.5*h[:, None]*gw).ravel()
B = spl(r)[:, 1:-1]
X = np.linalg.inv(np.linalg.cholesky(B.T@(B*W[:, None]))).T
P, dP = B@X, dspl(r)[:, 1:-1]@X
nb = P.shape[1]
mat = lambda v: P.T@(P*(W*v)[:, None])
T = [0.5*dP.T@(dP*W[:, None]) + mat(l*(l+1)/(2*r*r)) for l in range(3)]
L0inv, L1inv = np.linalg.inv(2*T[0]), np.linalg.inv(2*T[1])

def hartree(n):
    return P@(L0inv@(P.T@(W*n/r)))/r + (W@n)/R

def enclosed(n, r0):  # Gauss law: charge inside r0 is y - r y', y = r V
    c = X@(L0inv@(P.T@(W*n/r)))
    return spl(r0)[1:-1]@c - r0*(dspl(r0)[1:-1]@c)

def occupations(N):
    occ, left = np.zeros((2, 3, nb)), N
    for n, l in [(1, 0), (2, 0), (2, 1), (3, 0), (3, 1), (4, 0)]:
        q = min(left, 2*(2*l+1)); up = min(q, 2*l+1); left -= q
        occ[0, l, n-l-1], occ[1, l, n-l-1] = up/(2*l+1), (q-up)/(2*l+1)
    return occ

def spectrum(v):
    e, U = np.zeros((2, 3, nb)), np.zeros((2, 3, len(r), nb))
    for s in range(2):
        V = mat(v[s])
        for l in range(3):
            e[s, l], c = np.linalg.eigh(T[l]+V)
            U[s, l] = P@c
    return e, U

def atom(Z, N):
    occ = occupations(N)
    vs = np.tile((N-1)*(1-1/(1+0.536*r*Z**(1/3)/0.8853)**2)/r, 2)
    wt = np.tile(np.sqrt(W)*r*np.exp(-0.3*r), 2)
    xs, rs = [], []
    for it in range(150):
        n, band = np.zeros((2, len(r))), 0.0
        for s in range(2):
            V = mat(vs.reshape(2, -1)[s]-Z/r)
            for l in range(2):
                if occ[s, l].any():
                    e, c = np.linalg.eigh(T[l]+V)
                    q = (2*l+1)*occ[s, l, :4]
                    n[s] += (P@c[:, :4])**2@q
                    band += e[:4]@q
        rho = np.maximum(n/(4*np.pi*r*r), 1e-25)
        exc, vxc = libxc.eval_xc(XC, rho, spin=1, deriv=1)[:2]
        vh = hartree(n.sum(0))
        res = (vh[None, :]+np.nan_to_num(vxc[0]).T).ravel()-vs
        if np.linalg.norm(res*wt) < 1e-6:
            break
        xs, rs = (xs+[vs])[-6:], (rs+[res])[-6:]
        if len(xs) > 1:
            dx, dr = np.array(xs[:-1])-vs, np.array(rs[:-1])-res
            g = np.linalg.lstsq((dr*wt).T, -res*wt, rcond=None)[0]
            vs = vs+g@dx+0.4*(res+g@dr)
        else:
            vs = vs+0.4*res
    else:
        raise AssertionError('SCF not converged')
    vs = vs.reshape(2, -1)
    E = band-np.sum(W*vs*n)+W@((0.5*vh+np.nan_to_num(exc))*n.sum(0))
    e, U = spectrum(vs-Z/r)
    fxc = np.nan_to_num(libxc.eval_xc(XC, rho, spin=1, deriv=2)[2][0])
    return dict(Z=Z, N=N, occ=occ, E=E, e=e, U=U, n=n.sum(0), fxc=fxc)

def response(at, nval, kernel=True):
    occ, e, U = at['occ'], at['e'], at['U']
    G, w, om, spin, val, sp = [], [], [], [], [], []
    Nv = sum_r2 = pauli = extra = 0.0
    nv = np.zeros_like(r); detail = []
    for s in range(2):
        for l in range(2):
            for i in np.nonzero(occ[s, l])[0]:
                f, isval, u = occ[s, l, i], (i+l+1 == nval), U[s, l][:, i]
                if isval:
                    Nv += f*(2*l+1); nv += f*(2*l+1)*u*u
                    sum_r2 += f*(2*l+1)*(W@(u*u*r*r))
                    detail.append((s, l, e[s, l, i], W@(u*u*r*r)))
                for m in (l-1, l+1):
                    if m < 0:
                        continue
                    ang, gap = max(l, m)/3, e[s, m]-e[s, l, i]
                    assert np.all(occ[s, m][gap < 0] == 1)      # lower partners are full
                    a = np.nonzero((gap > 0) & (f-occ[s, m] > 1e-12))[0]
                    G.append((U[s, m][:, a]*u[:, None]).T)
                    w.append((f-occ[s, m][a])*ang); om.append(gap[a])
                    spin.append(np.full(len(a), s)); val.append(np.full(len(a), isval))
                    sp.append((a == nval-2) & isval & (l == 0))
                    for j in np.nonzero(occ[s, m])[0]:          # occupied orbitals only
                        if isval:
                            d2 = (W@(u*r*U[s, m][:, j]))**2
                            pauli += 2*ang*d2*(f if gap[j] < 0 else occ[s, m, j])
                            if j+m+1 < nval:
                                extra += -2*f*gap[j]*ang*d2
    G = np.vstack(G)
    w, om, spin, val, sp = map(np.concatenate, (w, om, spin, val, sp))
    val, sp = val.astype(bool), sp.astype(bool)
    d = G@(W*r); fo = 2*w*om*d*d
    o = dict(Nv=Nv, r2=sum_r2/Nv, pauli=pauli, extra=extra, S0=Nv+extra, S1=2*sum_r2/3-pauli,
             a0=np.sum(fo/om**2), a0v=np.sum((fo/om**2)[val]), w1=om[val].min(), detail=detail)
    o['sp'] = np.sum((fo/om**2)[sp])/o['a0']
    o['osc'] = o['S1']**2/o['S0']
    assert abs(fo.sum()-at['N']) < 1e-4*at['N']                 # TRK sum over states
    assert abs(fo[val].sum()-o['S0']) < 1e-4*o['S0']
    assert abs((fo/om)[val].sum()-o['S1']) < 1e-5*o['S1']
    assert o['osc'] < o['a0v'] < o['S1']/o['w1']
    if kernel:
        rr = np.sqrt(o['r2'])
        o['Zin'] = at['Z']-enclosed(at['n'], rr)+enclosed(nv, rr)/Nv
        b = (G*(W/r))@P
        K = 3*b@L1inv@b.T+np.outer(d, d)/R**3
        Gw = G*(W*3/(4*np.pi*r*r))
        for s, t, k in [(0, 0, 0), (0, 1, 1), (1, 0, 1), (1, 1, 2)]:
            K[np.ix_(spin == s, spin == t)] += (Gw[spin == s]*at['fxc'][:, k])@G[spin == t].T
        t = np.sqrt(2*w/om)
        A = np.eye(len(t))+t[:, None]*K*t[None, :]
        np.linalg.cholesky(0.5*(A+A.T))                         # stability
        o['a'] = (t*d)@np.linalg.solve(A, t*d)
    return o

# hydrogen against closed forms
eH, UH = spectrum(np.tile(-1/r, (2, 1)))
H = response(dict(N=1, occ=occupations(1), e=eH, U=UH), 1, kernel=False)
nH = UH[0, 0][:, 0]**2
assert abs(H['a0']-4.5) < 1e-6 and abs(H['osc']-4) < 1e-6 and abs(H['w1']-0.375) < 1e-7
assert abs(0.5*W@(hartree(nH)*nH)-5/16) < 1e-7
assert abs(enclosed(nH, 1.0)-(1-5*np.exp(-2))) < 1e-6
print(f"H [a0^3]: alpha_osc {H['osc']:.4f} alpha {H['a0']:.4f} upper {H['S1']/H['w1']:.4f}")

names = 'Li Be B C N O F Ne Na Mg Al Si P S Cl Ar K'.split()
D, neutral, cation = {}, {}, {}
for Z, s in enumerate(names, 3):
    neutral[s], cation[s] = atom(Z, Z), atom(Z, Z-1)
    o = D[s] = response(neutral[s], 2 if Z <= 10 else 3 if Z <= 18 else 4)
    o['I'] = cation[s]['E']-neutral[s]['E']
    o['wosc'], o['weff'] = o['S0']/o['S1'], o['S1']/o['a']
    o['uns'], o['bind'], o['kirk'] = o['S1']/o['I'], o['Nv']/o['I']**2, 4/9*o['Nv']*o['r2']**2
print('atom Nv I[Eh] r2[a0^2] Zin[e] I*r2 sp alpha0 alpha [a0^3]')
for s, o in D.items():
    print(f"{s:2} {o['Nv']:.0f} {o['I']:.4f} {o['r2']:6.3f} {o['Zin']:.2f} {o['I']*o['r2']:.2f}"
          f" {o['sp']:.3f} {o['a0']:7.2f} {o['a']:7.2f}")
print('atom S(0) S(-1)[a0^2] w1 w_osc w_eff[Eh] | osc S(-1)/I Kirk Nv/I^2 [a0^3]')
for s, o in D.items():
    print(f"{s:2} {o['S0']:.3f} {o['S1']:6.3f} {o['w1']:.4f} {o['wosc']:.4f} {o['weff']:.4f} |"
          f" {o['osc']:6.2f} {o['uns']:6.2f} {o['kirk']:6.2f} {o['bind']:5.2f}")

for row in (names[:8], names[8:16]):
    al = [D[s]['a'] for s in row]
    assert al[0] == max(al) and al[-1] == min(al)
    for p, q in zip(row, row[1:]):
        assert D[q]['r2'] < D[p]['r2'] and D[q]['Zin'] > D[p]['Zin']
        assert D[q]['a'] < D[p]['a'] or p == 'Mg'
    assert D[row[-1]]['I']*D[row[-1]]['r2'] < D[row[0]]['I']*D[row[0]]['r2']
for s, o in D.items():
    assert 0.5 < o['a']/o['osc'] < 2 and 1-o['a0v']/o['a0'] < 0.05
    assert o['a'] < o['a0'] or o['Nv'] < 1.5
for s in ('Li', 'Na', 'K'):
    o = D[s]
    assert o['wosc'] < o['I'] and o['weff'] < o['I'] and o['sp'] > 0.9 and abs(o['Zin']-1) < 0.1
for s in ('Ne', 'Ar'):
    assert D[s]['wosc'] > D[s]['I'] and D[s]['weff'] > D[s]['I']
ion = {s: response(cation[s], n)['a'] for s, n in (('Li', 1), ('Na', 2), ('K', 3))}
assert all(D[s]['a'] > 30*ion[s] for s in ion) and ion['Na'] < D['Ne']['a']
print('cation alpha [a0^3]: '+' '.join(f'{s}+ {a:.3f}' for s, a in ion.items()))
rat = {k: np.array([o['a']/o[k] for o in D.values()]) for k in ('osc', 'uns', 'kirk', 'bind')}
spread = {k: x.max()/x.min() for k, x in rat.items()}
assert spread['bind'] > 10 and spread['uns'] < 6 and spread['osc'] < spread['uns']
print('alpha/model min,max: '+' '.join(f'{k} {x.min():.2f},{x.max():.2f}' for k, x in rat.items()))
print('spread max/min: '+' '.join(f'{k} {x:.2f}' for k, x in spread.items())
      + f"; max core share {max(1-o['a0v']/o['a0'] for o in D.values()):.3f}")
li, ne = D['Li'], D['Ne']
print(f"Li/Ne alpha {li['a']/ne['a']:.1f} = size {li['S1']/ne['S1']:.2f} x 1/I {ne['I']/li['I']:.2f}"
      f" x I/w_eff {li['I']/li['weff']*ne['weff']/ne['I']:.2f}")
print(f"w_eff/I: Li {li['weff']/li['I']:.3f} Ne {ne['weff']/ne['I']:.3f}; Li/Ne models: "
      + ' '.join(f'{k} {li[k]/ne[k]:.1f}' for k in rat))

# Coulomb-tail radius: inward integration of the decaying solution against the formula
for s in ('Li', 'Na', 'K'):
    nu2 = 1/(2*D[s]['I'])
    rhs = lambda x, y: [y[1], (1/nu2-2/x)*y[0], -y[0]**2, -(x*y[0])**2]
    y = solve_ivp(rhs, (70, 1e-7), [1, -nu2**-0.5, 0, 0], method='DOP853', rtol=1e-10).y[:, -1]
    main, corr = nu2*(5*nu2+1)/2, 5/12*nu2**2*y[0]**2/y[2]
    assert abs(y[3]/y[2]-main-corr) < 1e-5*main and corr < 0.01*main
    assert abs(main/D[s]['r2']-1) < 0.2
    print(f"{s} tail: nu {nu2**0.5:.3f} r2 {main:.2f}+{corr:.3f} a0^2, 6/(5nu^2+1) {6/(5*nu2+1):.3f},"
          f" w_osc/I {D[s]['wosc']/D[s]['I']:.3f}, alpha {4/9*main**2:.0f} a0^3")

# phosphorus
p = D['P']
half = atom(15, 14.5)
janak = -(neutral['P']['e'][0, 1, 1]+4*half['e'][0, 1, 1]+cation['P']['e'][0, 1, 1])/6
assert abs(janak-p['I']) < 2e-4
print('P eps[Eh], r2[a0^2]: '+'; '.join(f"3{'sp'[l]}{'ud'[s]} {e:.4f} {x:.3f}" for s, l, e, x in p['detail']))
Up = neutral['P']['U'][0]
print(f"P: |d(3s,3p up)| {abs(W@(Up[0][:, 2]*r*Up[1][:, 1])):.4f} a0; (2/3)Nv r2 {2/3*p['Nv']*p['r2']:.3f},"
      f" Pauli {p['pauli']:.3f} a0^2; S(0)-Nv {p['extra']:.3f}")
print(f"P [a0^3]: {p['osc']:.2f} <= alpha0_V {p['a0v']:.2f} <= {p['S1']/p['w1']:.2f};"
      f" alpha/alpha0 {p['a']/p['a0']:.3f}; I Janak {janak:.4f} Eh")

# finite field in Gaussian bases
def finite_field(sym, spin, shells, F, method):
    basis = [[l, [a*b**k, 1.0]] for l, n, a, b in shells for k in range(n)]
    mol = gto.M(atom=f'{sym} 0 0 0', basis={sym: basis}, spin=spin, verbose=0)
    if method == 'hf':
        mf = scf.UHF(mol) if spin else scf.RHF(mol)
    else:
        mf = dft.UKS(mol) if spin else dft.RKS(mol)
        mf.xc, mf.small_rho_cutoff = XC, 0
        mf.grids.atom_grid, mf.grids.prune = (90, 86), None
    z = mol.intor('int1e_r')[2]
    hc = mol.intor('int1e_kin')+mol.intor('int1e_nuc')+F*z
    mf.get_hcore = lambda *a, **k: hc
    mf.chkfile, mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = None, 1e-10, 1e-6, 100
    mf.kernel()
    assert mf.converged
    return -np.sum(np.asarray(mf.make_rdm1())*z)/F

cases = {'Li': (1, [(0, 15, .008, 2.2), (1, 10, .008, 2.2)], 5e-4),
         'Ne': (0, [(0, 14, .04, 2.5), (1, 11, .03, 2.5), (2, 6, .06, 2.5)], 3e-3),
         'P': (3, [(0, 16, .015, 2.5), (1, 12, .015, 2.5), (2, 7, .03, 2.5)], 2e-3)}
ff = {s: finite_field(s, *c, 'lda') for s, c in cases.items()}
for s in ff:
    assert abs(ff[s]/D[s]['a']-1) < 0.01      # Gaussian basis incompleteness
hf = {s: finite_field(s, *cases[s], 'hf') for s in ('Li', 'Ne')}
print('finite-field LSDA alpha [a0^3]: '+' '.join(f'{s} {a:.2f}' for s, a in ff.items()))
print(f"finite-field HF alpha [a0^3]: Li {hf['Li']:.1f} Ne {hf['Ne']:.3f} ratio {hf['Li']/hf['Ne']:.1f}")
print(f'LSDA alpha [A^3] (a0^3 = {A3:.5f} A^3): '+' '.join(f"{s} {D[s]['a']*A3:.3f}" for s in cases))
print('all good')
```

Output:

```
H [a0^3]: alpha_osc 4.0000 alpha 4.5000 upper 5.3333
atom Nv I[Eh] r2[a0^2] Zin[e] I*r2 sp alpha0 alpha [a0^3]
Li 1 0.2011 17.347 1.00 3.49 0.986  165.61  143.70
Be 2 0.3318  8.258 1.35 2.74 0.979   80.58   43.80
B  3 0.3151  5.282 1.66 1.66 0.637   35.69   23.96
C  4 0.4323  3.511 1.98 1.52 0.467   17.92   13.38
N  5 0.5510  2.494 2.29 1.37 0.339   10.18    8.19
O  6 0.5108  1.941 2.57 0.99 0.169    7.15    6.00
F  7 0.6637  1.523 2.87 1.01 0.073    4.89    4.21
Ne 8 0.8152  1.223 3.17 1.00 0.000    3.48    3.05
Na 1 0.1972 18.761 1.00 3.70 0.983  156.97  141.04
Mg 2 0.2839 11.563 1.36 3.28 0.987  122.21   71.39
Al 3 0.2204  9.638 1.68 2.12 0.465   96.04   65.71
Si 4 0.3039  7.254 2.03 2.20 0.317   62.19   41.86
P  5 0.3870  5.591 2.38 2.16 0.223   41.97   27.91
S  6 0.3877  4.548 2.71 1.76 0.126   31.88   21.22
Cl 7 0.4870  3.726 3.04 1.81 0.058   23.73   15.81
Ar 8 0.5857  3.100 3.39 1.82 0.000   17.97   12.00
K  1 0.1664 26.980 1.00 4.49 0.966  301.92  259.88
atom S(0) S(-1)[a0^2] w1 w_osc w_eff[Eh] | osc S(-1)/I Kirk Nv/I^2 [a0^3]
Li 1.000 11.565 0.0671 0.0865 0.0805 | 133.75  57.51 133.75 24.73
Be 2.000 11.010 0.1286 0.1817 0.2513 |  60.61  33.18  60.61 18.17
B  3.039  8.753 0.1447 0.3472 0.3653 |  25.21  27.77  37.21 30.21
C  4.091  7.077 0.2212 0.5781 0.5288 |  12.24  16.37  21.92 21.41
N  5.149  5.933 0.3033 0.8678 0.7242 |   6.84  10.77  13.83 16.47
O  6.201  5.351 0.2694 1.1590 0.8925 |   4.62  10.48  10.04 23.00
F  7.258  4.768 0.3809 1.5223 1.1333 |   3.13   7.18   7.22 15.89
Ne 8.318  4.287 0.4954 1.9402 1.4048 |   2.21   5.26   5.32 12.04
Na 1.054 12.450 0.0792 0.0847 0.0883 | 146.99  63.13 156.44 25.71
Mg 2.114 15.343 0.1247 0.1378 0.2149 | 111.35  54.04 118.85 24.81
Al 3.130 15.953 0.0981 0.1962 0.2428 |  81.30  72.38 123.85 61.75
Si 4.151 14.613 0.1552 0.2841 0.3491 |  51.44  48.09  93.55 43.32
P  5.179 13.242 0.2164 0.3911 0.4744 |  33.86  34.21  69.47 33.38
S  6.213 12.434 0.2190 0.4997 0.5859 |  24.88  32.07  55.16 39.92
Cl 7.254 11.488 0.2946 0.6314 0.7268 |  18.19  23.59  43.20 29.52
Ar 8.300 10.614 0.3727 0.7820 0.8843 |  13.57  18.12  34.16 23.32
K  1.124 17.782 0.0604 0.0632 0.0684 | 281.20 106.83 323.51 36.10
cation alpha [a0^3]: Li+ 0.215 Na+ 1.080 K+ 5.744
alpha/model min,max: osc 0.64,1.38 uns 0.57,2.50 kirk 0.35,1.07 bind 0.25,7.20
spread max/min: osc 2.15 uns 4.37 kirk 3.06 bind 28.40; max core share 0.030
Li/Ne alpha 47.1 = size 2.70 x 1/I 4.05 x I/w_eff 4.31
w_eff/I: Li 0.400 Ne 1.723; Li/Ne models: osc 60.5 uns 10.9 kirk 25.2 bind 2.1
Li tail: nu 1.577 r2 16.70+0.063 a0^2, 6/(5nu^2+1) 0.447, w_osc/I 0.430, alpha 124 a0^3
Na tail: nu 1.592 r2 17.34+0.062 a0^2, 6/(5nu^2+1) 0.439, w_osc/I 0.429, alpha 134 a0^3
K tail: nu 1.733 r2 24.06+0.041 a0^2, 6/(5nu^2+1) 0.375, w_osc/I 0.380, alpha 257 a0^3
P eps[Eh], r2[a0^2]: 3su -0.5400 4.167; 3pu -0.2311 6.486; 3sd -0.4504 4.331
P: |d(3s,3p up)| 2.0048 a0; (2/3)Nv r2 18.637, Pauli 5.396 a0^2; S(0)-Nv 0.179
P [a0^3]: 33.86 <= alpha0_V 41.84 <= 61.18; alpha/alpha0 0.665; I Janak 0.3870 Eh
finite-field LSDA alpha [a0^3]: Li 143.71 Ne 3.05 P 27.91
finite-field HF alpha [a0^3]: Li 169.9 Ne 2.376 ratio 71.5
LSDA alpha [A^3] (a0^3 = 0.14818 A^3): Li 21.294 Ne 0.452 P 4.136
all good
```
